# Lennard-Jones cohesion of hexagonal and cubic close packing

## Problem

Identical particles interact in pairs through

$$V(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right].$$

They are at rest on the sites of an ideal close-packed crystal at zero pressure. The packing is hexagonal (hcp, layer sequence ABAB…) or cubic (fcc, ABCABC…), with nearest-neighbour distance $r_0$.

(a) Express the energy per particle, minimised over $r_0$, through lattice sums.

(b) Find a rapidly converging form of these sums.

(c) Show which packing has the larger sums, and explain the size of the difference.

(d) Determine which crystal is more cohesive and by what fraction. What changes under compression, or if the axial ratio of hcp is free?

(e) For $\varepsilon=5\times10^{-4}$ hartree, $\sigma=7$ bohr, particle mass $30000\,m_e$ and polarisability $\alpha=17$ bohr³, compare the static energy difference with the differences due to vibrations and three-body dispersion.

## Solution

### (a) The optimum distance

All sites are equivalent in both packings; in hcp, inversion maps the A sites onto the B sites. Define

$$L_n=\sum_{j\neq0}\left(\frac{r_0}{r_j}\right)^n ,$$

where $r_j$ is the distance from a chosen particle to particle $j$. Each pair energy is shared by two particles, so

$$E=\tfrac12\sum_{j\ne0}V(r_j)=2\varepsilon\left(L_{12}x^2-L_6x\right),\qquad x=(\sigma/r_0)^6 .$$

Setting $dE/dx=2\varepsilon(2L_{12}x-L_6)=0$ gives $x=L_6/(2L_{12})$. This is a minimum because $L_{12}>0$. Hence

$$r_0=\sigma\left(\frac{2L_{12}}{L_6}\right)^{1/6},\qquad E_{\min}=-\frac{\varepsilon L_6^2}{2L_{12}} .$$

The fractional difference between the two crystals therefore does not depend on $\varepsilon$ or $\sigma$.

### (b) The lattice sums

From here to the end of (d), lattice lengths are in units of $r_0$. A triangular layer has basis vectors $\mathbf a_1,\mathbf a_2$ of length 1 at $60^\circ$, and cell area $A=\sqrt3/2$. The next layer is shifted by $\mathbf t=(\mathbf a_1+\mathbf a_2)/3$ or $-\mathbf t$, with $|\mathbf t|^2=1/3$. Contact between the layers requires $h^2+1/3=1$, so their spacing is $h=\sqrt{2/3}$.

Let $s=n/2$. A layer at height $z$, shifted by $\mathbf t_m$, contributes $\sum_{\mathbf R}(|\mathbf R+\mathbf t_m|^2+z^2)^{-s}$. Poisson summation turns this into

$$\frac1A\sum_{\mathbf G}f_s(G,z)\cos(\mathbf G\cdot\mathbf t_m),\qquad f_s(G,z)=\int\frac{e^{-i\mathbf G\cdot\boldsymbol\rho}}{(\rho^2+z^2)^s}\,d^2\rho .$$

The cosine remains because $\mathbf G$ and $-\mathbf G$ both occur. It also shows that shifts $\mathbf t$ and $-\mathbf t$ give equal sums. To find $f_s$, write

$$(\rho^2+z^2)^{-s}=\frac1{\Gamma(s)}\int_0^\infty u^{s-1}e^{-u(\rho^2+z^2)}\,du .$$

The Gaussian integral over $\boldsymbol\rho$ is $(\pi/u)e^{-G^2/4u}$, so

$$f_s(G,z)=\frac{\pi}{\Gamma(s)}\int_0^\infty u^{s-2}e^{-uz^2-G^2/4u}\,du. \tag{1}$$

For $G\neq0$ this is the standard integral for a modified Bessel function,

$$f_s(G,z)=\frac{2\pi}{\Gamma(s)}\left(\frac{G}{2z}\right)^{s-1}K_{s-1}(Gz).$$

For $G=0$ it is a gamma function, and $f_s(0,z)=\pi/[(s-1)z^{2s-2}]$.

The central layer, without the particle at the origin, is summed by counting. The squared lengths are $N=p^2+pq+q^2$, the norms of the Eisenstein integers. These factor uniquely and have six units, so the number of vectors is $6g(N)$ with $g$ multiplicative. For a prime power $P^k$, $g$ is 1 if $P=3$ and $k+1$ if $P\equiv1$ (mod 3). If $P\equiv2$ (mod 3), $g$ is 1 for even $k$ and 0 for odd $k$. All three cases equal $\sum_{j=0}^k\chi(P^j)$, where $\chi(d)=1,-1,0$ for $d\equiv1,2,0$ (mod 3). Thus $g(N)=\sum_{d|N}\chi(d)$, and

$$\sum_N\frac{6g(N)}{N^{s}}=6\zeta(s)\sum_d\frac{\chi(d)}{d^{s}}=6\zeta(s)\,3^{-s}\left[\zeta(s,\tfrac13)-\zeta(s,\tfrac23)\right],$$

with $\zeta(s,a)=\sum_{k\ge0}(k+a)^{-s}$.

Adding the layers at $z=\pm mh$ gives

$$\begin{aligned}L_n={}&6\zeta(s)3^{-s}\left[\zeta(s,\tfrac13)-\zeta(s,\tfrac23)\right]+\frac{2\pi\,\zeta(n-2)}{A(s-1)h^{n-2}}\\&+\frac2A\sum_{m\ge1}\sum_{\mathbf G\ne0}f_s(G,mh)\cos(\mathbf G\cdot\mathbf t_m).\end{aligned}\tag{2}$$

Only the last term depends on the stacking. Equation (2) gives

| | $L_6$ | $L_{12}$ |
|---|---|---|
| hcp | 14.45489728 | 12.13229377 |
| fcc | 14.45392104 | 12.13188020 |

Explicit summation over all particles within $40.0\,r_0$, with a continuum estimate of the remainder, gives the same digits.

### (c) Sign and size of the difference

Define the excess of an aligned layer over an offset one,

$$D_n(m)=\frac1A\sum_{\mathbf G\ne0}f_s(G,mh)\left[1-\cos(\mathbf G\cdot\mathbf t)\right].$$

The integrand in (1) is positive and decreases as $z$ grows. Hence $D_n(m)$ is positive and decreases with $m$.

Layers $m$ apart are aligned in hcp when $m$ is even, and in fcc when $m$ is a multiple of 3. Within each period of six, $m=6j+2$ and $6j+4$ are aligned in hcp alone, and $m=6j+3$ in fcc alone. The other layers contribute equally. Therefore

$$L_n^{\rm hcp}-L_n^{\rm fcc}=2\sum_{j\ge0}\left[D_n(6j+2)-D_n(6j+3)+D_n(6j+4)\right]>0. \tag{3}$$

The first two terms in each bracket have a positive difference, and the third is positive. The hexagonal sum is thus larger for every power $n>3$, for which the sums converge.

The size follows from $D_n(2)$. The reciprocal vectors are $\mathbf G=g_1\mathbf b_1+g_2\mathbf b_2$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, so $\mathbf G\cdot\mathbf t=2\pi(g_1+g_2)/3$. The six shortest, $\pm\mathbf b_1,\pm\mathbf b_2,\pm(\mathbf b_1+\mathbf b_2)$, have length $G_1=4\pi/\sqrt3=7.255$ and cosine $-1/2$. Their weights add to $6\times\frac32=9$, and

$$D_n(2)\approx\frac{18\pi}{A\,\Gamma(s)}\left(\frac{G_1}{4h}\right)^{s-1}K_{s-1}(2hG_1).$$

For $n=6$ the argument is $2hG_1=11.85$, where $K_2\approx3.03\times10^{-6}$. The prefactor is $32.65\times(2.221)^2=161$. Twice the product is $9.77\times10^{-4}$, against the full difference $9.762\times10^{-4}$. Most of the small discrepancy is the $m=3$ term: $D_6(3)=4.51\times10^{-7}$, about a thousandth of $D_6(2)=4.886\times10^{-4}$. For $n=12$ the estimate is $4.136\times10^{-4}$, which agrees with the full difference to the digits shown.

The stacking difference is small because a particle two layers away sees a layer that is almost uniform. The lateral ripple of its potential decays even faster than $e^{-G_1z}$.

Counting neighbours hides this smallness. Both packings have 12 neighbours at distance 1 and 6 at $\sqrt2$. Then hcp has 2 at $\sqrt{8/3}$, 18 at $\sqrt3$, 12 at $\sqrt{11/3}$ and 6 at 2, while fcc has 24 at $\sqrt3$ and 12 at 2. Up to $\sqrt3$, these further shells add to $L_6$

$$2\left(\tfrac38\right)^3+\tfrac{18}{27}=0.772\ \text{(hcp)},\qquad \tfrac{24}{27}=0.889\ \text{(fcc)}.$$

Up to distance 2 the additions are 1.109 and 1.076. The difference has moved from $-0.117$ to $+0.033$, while its limit is $+0.00098$. A sharply truncated sum can therefore give the wrong order. With no tail correction, and with $L_6^2/(2L_{12})$ as the measure, fcc last wins for a cutoff just below $6.19\,r_0$, among cutoffs up to $40.0\,r_0$.

### (d) The more cohesive crystal

Let $\delta_n=L_n^{\rm hcp}/L_n^{\rm fcc}-1$. Then

$$\delta_6=\frac{9.762\times10^{-4}}{14.4539}=6.754\times10^{-5},\qquad \delta_{12}=\frac{4.136\times10^{-4}}{12.1319}=3.409\times10^{-5}.$$

The ratio of cohesive energies is

$$\frac{E_{\min}^{\rm hcp}}{E_{\min}^{\rm fcc}}=\frac{(1+\delta_6)^2}{1+\delta_{12}}\approx1+2\delta_6-\delta_{12}=1+1.010\times10^{-4}.$$

The optimised hexagonal crystal is more cohesive by **0.0101 percent**. Its cohesive energy is $8.61107\,\varepsilon$, against $8.61020\,\varepsilon$ for fcc. Direct numerical minimisation of the summed pair potential gives the same values.

Both sums favour hcp in magnitude, but $L_6$ multiplies attraction and $L_{12}$ repulsion. Attraction wins because $2\delta_6>\delta_{12}$. The optimum distances, $1.090167\,\sigma$ for hcp and $1.090173\,\sigma$ for fcc, are almost equal. Since the energy is stationary there, this adjustment affects the comparison only at second order.

**Compression.** At equal $r_0$, hence equal density, the energy difference is

$$E^{\rm hcp}-E^{\rm fcc}=2\varepsilon x\left(x\,\Delta L_{12}-\Delta L_6\right),\qquad \Delta L_n=L_n^{\rm hcp}-L_n^{\rm fcc}.$$

It changes sign at $x=\Delta L_6/\Delta L_{12}=9.762/4.136=2.36$, that is, at $r_0=2.36^{-1/6}\sigma=0.867\,\sigma$. Below this distance the static model prefers fcc, because the extra repulsion outweighs the extra attraction. The volume is then about half its zero-pressure value, where the $r^{-12}$ wall should not be trusted for real molecules.

**Free axial ratio.** Now let $h$ vary, with $r_0$ denoting the distance within a layer. After minimisation over $r_0$, the logarithm of the cohesive energy is $F(h)=2\ln L_6(h)-\ln L_{12}(h)$ plus a constant. In fcc, cubic symmetry makes the stress isotropic. It vanishes at the optimum volume, so $F'=0$ at the ideal spacing. In hcp a small slope remains, and it can be found from the stacking difference:

$$\frac{dF^{\rm hcp}}{d\ln h}\approx\frac{d}{d\ln h}\left(2\delta_6-\delta_{12}\right).$$

Since $\delta_n=\Delta L_n/L_n^{\rm fcc}$, two derivatives are needed. The first uses $\frac{d}{dy}[y^{-\nu}K_\nu(y)]=-y^{-\nu}K_{\nu+1}(y)$, which gives

$$\frac{d\ln\Delta L_n}{d\ln h}\approx-y\,\frac{K_s(y)}{K_{s-1}(y)},\qquad y=2hG_1=11.85 .$$

This is $-14.5$ for $n=6$ and $-18.3$ for $n=12$. The second is $d\ln L_n^{\rm fcc}/d\ln h=-n/3$, because cubic symmetry gives the squared height one third of the weight in the sum. The slope is therefore

$$2\delta_6(-14.5+2)-\delta_{12}(-18.3+4)\approx-1.20\times10^{-3}.$$

A smaller spacing is favoured. The full optimisation changes $c/a$ by $-1.41\times10^{-4}$ of its ideal value. Near a quadratic maximum the gain is half the initial slope times the shift:

$$\tfrac12(1.20\times10^{-3})(1.41\times10^{-4})=8.5\times10^{-8}.$$

The full optimisation gives $8.45\times10^{-8}$. This raises the hexagonal advantage by less than a thousandth of itself.

### (e) Neglected effects for the given parameters

In the static model,

$$r_0^{\rm hcp}=1.090167\times7=7.6312\ \text{bohr},\qquad |E_{\min}^{\rm hcp}|=8.61107\times5\times10^{-4}=4.3055\times10^{-3}\ \text{hartree}.$$

The advantage of hcp is $(8.6110697-8.6102002)\times5\times10^{-4}=4.35\times10^{-7}$ hartree per particle, or 0.137 K when divided by Boltzmann's constant. Small corrections to the total energy can matter if they differ between the packings. Each correction below is evaluated at the static optimum $r_0$ of its own packing, with the ideal axial ratio.

**Vibrations.** Expanding the pair energies to second order in the displacements gives the harmonic frequencies $\omega$. In atomic units the free energy per particle is

$$F_{\rm vib}=\frac1N\sum_\omega\left[\frac{\omega}{2}+k_BT\ln\left(1-e^{-\omega/k_BT}\right)\right],$$

where the sum runs over all modes of $N$ particles. Both packings were sampled on the same periodicity, $12\times12$ cells in the plane and 18 layers. A coarser sampling with a shorter force range changes the differences by less than one percent of the static advantage.

The zero-point energy of hcp is $5.15\times10^{-4}$ hartree, about 12 percent of its cohesive energy. It exceeds that of fcc by $1.26\times10^{-7}$ hartree. At 50 K the difference in $F_{\rm vib}$ is $4.45\times10^{-7}$ hartree, also in favour of fcc; its last digit moves by about one unit on a finer mesh. Vibrations alone then cancel the static advantage to within a few percent.

**Three-body dispersion.** Treat each particle as an isotropic charged oscillator of frequency $\omega_0$. Dipole coupling gives the energy $\frac12\omega_0\,{\rm Tr}\sqrt{1+\alpha T}$. The blocks of $T$ between different particles are $(1-3\hat{\mathbf r}\hat{\mathbf r})/r^3$, and the diagonal blocks are zero. The second-order term is $-\frac1{16}\omega_0\alpha^2\,{\rm Tr}\,T^2$. For a pair, ${\rm Tr}\,T^2=12/r^6$, so $C_6=\frac34\alpha^2\omega_0$.

The third-order term is $\frac1{32}\omega_0\alpha^3\,{\rm Tr}\,T^3$. For a triangle with angles $\theta_1,\theta_2,\theta_3$, six equal cyclic products contribute, each with trace $3(1+3\cos\theta_1\cos\theta_2\cos\theta_3)/(r_{12}r_{23}r_{31})^3$. Thus

$$E_3=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{(r_{12}r_{23}r_{31})^3},\qquad C_9=\tfrac9{16}\alpha^3\omega_0=\tfrac34\alpha C_6 .$$

Here $C_6=4\varepsilon\sigma^6=235.3$ and $C_9=\frac34\times17\times235.3=3000$ in atomic units. The sum over triangles converges slowly with the cutoff ($6.53\times10^{-4}$ with a smooth cutoff at $8.5\,r_0$). Its limit is $+6.56\times10^{-4}$ hartree per particle in hcp, about 15 percent of the cohesive energy and opposite in sign to it. The hcp value exceeds the fcc value by $1.96\times10^{-7}$ hartree, which again favours fcc. This is only a rough estimate, and probably too large. The Lennard-Jones $C_6$ is an effective coefficient. In methane, whose mass and polarisability are close to the values used here, the true dispersion coefficient is only about half of 235 atomic units, and $C_9$ is smaller in a similar ratio. Part of the three-body energy may also be absorbed already in $\varepsilon$ and $\sigma$.

**Balance.** The energy or free energy of hcp minus that of fcc, in $10^{-7}$ hartree, is

$$0\ {\rm K}:\ -4.35+1.26+1.96=-1.1,\qquad 50\ {\rm K}:\ -4.35+4.45+1.96=+2.1 .$$

With these terms alone, and at these fixed spacings, the hexagonal preference survives at 0 K with about a quarter of its static size, and it is reversed at 50 K. The result at 0 K would also reverse if the three-body difference were about 60 percent larger.

The balance leaves out the fourth and higher orders of the dipole coupling. Their differences between the packings alternate and are not small: about $+4.3\times10^{-7}$ hartree at fourth order and $-4.6\times10^{-7}$ at fifth. Summed to all orders from the fourth they give $+1.4\times10^{-7}$, which turns the net value at 0 K and fixed spacings to about $+0.3\times10^{-7}$. If each packing is allowed to relax its spacing, the net value is negative again, about $-0.7\times10^{-7}$, so the sign is not settled. The balance above also leaves out the expansion that the corrections themselves cause. The three-body energy scales as $r_0^{-9}$, and the static energy has curvature $d^2E/d(\ln r_0)^2=72\,|E_{\min}|$ at its minimum. The three-body term alone therefore lengthens $r_0$ by roughly $9\times6.6\times10^{-4}/(72\times4.3\times10^{-3})\approx2$ percent, and zero-point motion adds to this. All the differences between the packings depend on $r_0$, so the net values are rough estimates, not predictions for the relaxed crystals.

The parameters are of the rough size expected for a small globular molecule: a well depth of 158 K and a diameter near 0.37 nm. They represent no particular substance. Real molecules also have shape, orientational order, higher multipoles and anharmonic motion, none of which is estimated here. A difference of about 0.14 K per molecule between the packings from any of these would match the static advantage. The 0.01 percent is therefore a sharp property of the static Lennard-Jones model, but it does not by itself predict the structure of a molecular crystal.

## Calculated quantities

```
hcp L6 = 14.45489728, L12 = 12.13229377
hcp explicit L6 = 14.45489728, L12 = 12.13229377
hcp best r0 = 1.0901669 sigma
hcp cohesive energy = 8.6110697 eps
hcp by direct minimisation = 8.6110697 eps
hcp shells (3 r^2/r0^2, count): [(3, 12), (6, 6), (8, 2), (9, 18), (11, 12), (12, 6)]
fcc L6 = 14.45392104, L12 = 12.13188020
fcc explicit L6 = 14.45392104, L12 = 12.13188020
fcc best r0 = 1.0901730 sigma
fcc cohesive energy = 8.6102002 eps
fcc by direct minimisation = 8.6102002 eps
fcc shells (3 r^2/r0^2, count): [(3, 12), (6, 6), (9, 24), (12, 12)]
L6 hcp - fcc = 9.762341e-04
  twice D6(2), first harmonic = 9.771175e-04
  explicit D6(2) = 4.88568e-04, D6(3) = 4.51470e-07
L12 hcp - fcc = 4.135726e-04
  twice D12(2), first harmonic = 4.136176e-04
  explicit D12(2) = 2.06830e-04, D12(3) = 4.32756e-08
G1 = 7.25520 /r0, layer spacing h = 0.816497 r0
delta6 = 6.7541e-05, delta12 = 3.4090e-05
2 delta6 - delta12 = 1.0099e-04
cohesive excess of hcp = 0.01010 percent
hcp relative change of c/a at optimum = -1.408e-04
further relative gain from free c/a = 8.45e-08
bare sums: fcc last wins for cutoff just below 6.191 r0
  (cutoffs examined up to 40.0 r0)
example eps = 5.0e-04 hartree = 157.9 K
example sigma = 7.0 bohr, mass = 30000 m_e
example polarisability = 17.0 bohr^3
example r0 (hcp) = 7.63117 bohr
example hcp cohesive energy = 0.00430553 hartree
example fcc cohesive energy = 0.00430510 hartree
static advantage of hcp = 4.3479e-07 hartree = 0.1373 K
zero-point energy (hcp) = 5.148e-04 hartree
Neglected terms, hcp - fcc (positive favours fcc):
  zero-point: coarse 1.26e-07, fine 1.26e-07 hartree
  vibrational free energy at 50 K: coarse 4.43e-07, fine 4.45e-07 hartree
  triple-dipole: coarse 1.92e-07, fine 1.95e-07 hartree
C6 = 235.3 hartree bohr^6, C9 = 3000 hartree bohr^9
triple-dipole energy (hcp) = 6.53e-04 hartree
net hcp - fcc with these terms, 0 K = -1.1e-07 hartree
net hcp - fcc with these terms, 50 K = 2.1e-07 hartree
```
